# Carrier Zone Pressures for Wafer Polishing by Bounded Least Squares

## Result

A polishing carrier presses a wafer on a pad through \(n\) concentric zones with adjustable pressures \(p_z\). The film must be brought to a chosen thickness in a fixed time, with each pressure inside its permitted range. The pressures that minimise the area-weighted squared thickness error solve

\[
\min_{\ell_z\le p_z\le h_z} J(p),\qquad
J(p)=\sum_i w_i\Big(b_i-\sum_z A_{iz}p_z\Big)^2 .
\]

Here \(b_i\) is the film to be removed at radius \(r_i\), \(A_{iz}\) is the removal there per unit pressure in zone \(z\), and the area weights \(w_i\) sum to one. If the weighted columns of \(A\) are linearly independent, the minimiser \(p^*\) is unique, and an active-set method finds it in finitely many steps, barring ties.

Clipping means solving without bounds, which gives \(u\), and moving each offending pressure to its nearest bound, which gives \(c\). This is optimal if zones do not overlap. If they do, a neighbour should take over part of what a saturated zone cannot deliver, and clipping ignores this. Its loss is limited by

\[
J(c)-J(u)\le\kappa\,[J(p^*)-J(u)],
\]

where \(\kappa\) is the condition number of the normalised overlap matrix defined below.

The five-zone example fits the film out to 147 mm on a wafer of radius 150 mm. Over that region, the root-mean-square (rms) error from target is 65.1 nm after clipping and 60.9 nm at the optimum. The gain is in the mean thickness; the spread about the mean does not improve. Counted to the wafer edge, the same two sets of pressures give 65.6 and 66.2 nm, so the region and the objective chosen for the fit matter as well as the solver.

## From pressure to removal

Preston's law sets the removal rate equal to \(k_Pv\) times the contact pressure, where \(v\) is the relative speed. Let the platen and head turn at \(\omega_p\) and \(\omega_h\), with axes a distance \(d\) apart. At wafer position \(\mathbf r\), the pad velocity minus the wafer velocity is

\[
\boldsymbol\omega_p\times(\mathbf d+\mathbf r)-\boldsymbol\omega_h\times\mathbf r
=\boldsymbol\omega_p\times\mathbf d+(\boldsymbol\omega_p-\boldsymbol\omega_h)\times\mathbf r .
\]

With \(\delta=(\omega_p-\omega_h)r/(\omega_pd)\), the speed is \(\omega_pd\sqrt{1+2\delta\cos\theta+\delta^2}\). To second order the root is \(1+\delta\cos\theta+\tfrac12\delta^2\sin^2\theta\), whose average over a turn is \(1+\delta^2/4\). For nearly equal rotation rates, \(v=\omega_pd\) therefore serves at every radius.

Let \(\phi_z(r)\) be the contact pressure caused by unit pressure in zone \(z\) alone. For a linear mechanical response and a constant rate \(K=k_Pv\),

\[
A_{iz}=Kt\,\phi_z(r_i),\qquad b_i=h_0(r_i)-h_T ,
\]

where \(h_0\) is the incoming film, \(h_T\) the target and \(t\) the polishing time.

## Influence functions

Influence functions can be measured by changing one zone at a time. Here they come from a thin elastic plate of bending stiffness \(D\) on a pad whose local reaction is \(k\) times the deflection \(y\). Force balance under a load \(q\) reads \(D\nabla^4y+ky=q\). Setting \(\phi_z=ky\) for unit load in zone \(z\) gives

\[
L^4\nabla^4\phi_z+\phi_z=\chi_z,\qquad L=(D/k)^{1/4},
\]

where \(\chi_z\) is one inside the zone and zero outside. At the free edge \(r=R\), the radial moment and the shear force vanish:

\[
\phi''+\nu\phi'/r=0,\qquad (\nabla^2\phi)'=0,
\]

with \(\nu\) Poisson's ratio.

Two properties follow. Summing over zones makes the right side one everywhere, and the constant one satisfies the equation and both edge conditions, so \(\sum_z\phi_z=1\). Integrating the equation with \(r\,dr\) removes the bending term, because \(r(\nabla^2\phi)'\) vanishes at both ends. Each \(\phi_z\) thus carries the full load of its zone, although it spreads that load.

Far from the centre, curvature is negligible and trial solutions \(e^{sx}\) need \(L^4s^4=-1\), so \(s=(\pm1\pm i)/(\sqrt2L)\). A zone boundary is blurred over about \(\sqrt2L\) on each side. Zones much wider than this hardly overlap; zones of comparable width overlap strongly.

For computation, minimise

\[
E[\phi]=\int_0^R\Big\{L^4\Big[\phi''^2+\frac{\phi'^2}{r^2}+\frac{2\nu\phi''\phi'}{r}\Big]+\phi^2-2\chi_z\phi\Big\}r\,dr .
\]

To see that this is the same problem, vary \(\phi\) by \(\eta\) and put \(M=\phi''+\nu\phi'/r\), \(T=\phi'/r+\nu\phi''\). Half the variation of the bending part is \(L^4\int(rM\eta''+T\eta')dr\). Since \((rM)'-T=r(\nabla^2\phi)'\), two integrations by parts turn it into

\[
L^4\Big\{\big[rM\eta'-r(\nabla^2\phi)'\eta\big]_0^R+\int_0^R(\nabla^4\phi)\,\eta\,r\,dr\Big\}.
\]

Vanishing for every \(\eta\) yields the plate equation and both edge conditions. Expanding \(\phi\) in Legendre polynomials of \(2r^2/R^2-1\), which are smooth at the centre, leaves one symmetric linear system with one right side per zone.

## Why clipping differs from the optimum

Let \(W\) be the diagonal matrix of weights and \(G=A^TWA\). The unconstrained solution satisfies \(A^TW(b-Au)=0\). Writing \(b-Ap=(b-Au)-A(p-u)\) and squaring, the cross term vanishes by this condition, so

\[
J(p)=J(u)+(p-u)^TG(p-u).
\]

The bounded optimum is the point of the box nearest to \(u\) when distance is measured with \(G\). Clipping minimises every \(|p_z-u_z|\) separately. The two agree if \(G\) is diagonal, because the cost is then a sum of independent terms.

For the general bound, let \(s_z=\sqrt{G_{zz}}\), \(C_{zz'}=G_{zz'}/(s_zs_{z'})\) and \(y_z=s_z(p_z-u_z)\). The excess cost is \(y^TCy\), which lies between \(\lambda_{\min}|y|^2\) and \(\lambda_{\max}|y|^2\), the extreme eigenvalues of \(C\) times \(|y|^2\). Clipping makes each \(|y_z|\) as small as the box allows, so \(|y_c|\le|y_*|\). Hence

\[
J(c)-J(u)\le\lambda_{\max}|y_c|^2\le\lambda_{\max}|y_*|^2
\le\frac{\lambda_{\max}}{\lambda_{\min}}[J(p^*)-J(u)],
\]

which is the stated result with \(\kappa=\lambda_{\max}/\lambda_{\min}\).

A two-zone case shows that clipping can also hold the wrong zone. Take unit diagonal elements of \(G\), overlap 0.8, \(u=(-0.1,\,2)\) and bounds 0 and 1. Clipping gives \((0,1)\), displaced from \(u\) by \((0.1,-1)\), with excess cost

\[
0.1^2+1^2-2(0.8)(0.1)=0.85 .
\]

Now hold \(p_2=1\) and minimise over \(p_1\). The condition \((p_1+0.1)+0.8(-1)=0\) gives \(p_1=0.7\), and the excess cost is \(0.64+1-1.28=0.36\). The first zone was clipped at its lower bound, yet it belongs well inside the range, because it must replace pressure that the second cannot supply. The cost ratio is 2.4; the bound allows \(\kappa=1.8/0.2=9\).

## Optimality conditions

Define the half-gradient \(g=A^TW(Ap-b)\). Expanding about any point \(p^*\) gives

\[
J(p)-J(p^*)=(p-p^*)^TG(p-p^*)+2g^*\!\cdot(p-p^*).
\]

Suppose that at \(p^*\)

- \(g_z^*=0\) for a pressure between its bounds,
- \(g_z^*\ge0\) at a lower bound,
- \(g_z^*\le0\) at an upper bound.

Every permitted change then makes the linear term non-negative. The quadratic term is positive for \(p\ne p^*\) when the weighted \(A\) has full column rank, so \(p^*\) is the unique minimum. Conversely, if a condition fails, a small permitted move of that one pressure lowers \(J\).

These conditions also give a quick test of a clipped solution. Since \(g(c)=G(c-u)\), a single saturated zone \(j\) leaves a nonzero gradient in every unclipped zone \(z\) with \(G_{zj}\ne0\). If there is such a zone, \(c\) cannot be optimal.

The gradient prices the hardware range as well. Move one active bound \(\beta\) slightly, without changing which zones are held. The free zones respond but have \(g=0\), and the other held zones stay put, so \(dJ^*/d\beta=2g_z\).

## Algorithm

Let `F` be the set of free zones, and assume `lo < hi` in each zone.

```
p = clip(u, lo, hi)
F = zones strictly between their bounds
repeat
    loop
        q = p
        q[F] = least-squares solution, other zones held
        if lo <= q <= hi:  p = q; leave loop
        a = smallest (bound-p)/(q-p) over crossing zones
        p = p + a*(q-p)
        set the zone that fixed a on its bound
        remove it from F
    g = A^T W (A p - b)
    v = -g for zones held at lo, +g for zones held at hi
    if no zone is held or max(v) <= tolerance: return p
    add the zone with largest v to F
```

**Termination.** Each unsuccessful inner pass holds one more zone, so the inner loop ends after at most \(n\) such passes. Along the line from \(p\) to \(q\), the cost is a convex parabola with its minimum at \(q\), so a shortened step cannot raise it.

After a release of zone \(j\), let \(e=q-p\) be the new direction. It lowers the cost, so \(g\cdot e<0\). The previously free zones have \(g=0\), which leaves \(g_je_j<0\): the released zone moves inward. If no previously free zone lies on a bound, a positive step is possible and the cost falls strictly. Each outer cycle ends at the minimum for its pattern of held zones, so no pattern can recur. There are at most \(3^n\) patterns.

**Cost.** With \(m\) measured radii, a QR factorisation of \(\sqrt W A\) takes of order \(mn^2\) operations, once. The problem then has only \(n\) rows, and a dense solve per pass takes of order \(n^3\) operations. For five zones, all 243 patterns can be enumerated, which gives an independent check of an implementation.

**Stability.** Solve the free subproblem by QR or singular values. Forming \(G\) squares the condition number of \(\sqrt W A\). The tolerance on \(g\) should scale with the norms of \(\sqrt W A\) and \(\sqrt W b\), since \(g\) has the units of their product.

## Worked example

The parameters are rough values in the regime of bulk polishing of plated copper on a 300 mm silicon wafer. The zone boundaries are at 0, 50, 100, 128, 140 and 150 mm. The wafer has modulus 150 GPa, Poisson's ratio 0.20 and thickness 0.775 mm, so

\[
D=\frac{150\times10^9\,(0.775\times10^{-3})^3}{12(1-0.20^2)}=6.06\ \mathrm{N\,m}.
\]

A pad reaction of 10 kPa/µm gives \(L=4.96\) mm and a blurring length \(\sqrt2L=7.0\) mm. The outer two zones are 12 and 10 mm wide, so they must overlap.

The platen turns at 93 rpm and the head at 87 rpm, with \(d=200\) mm, hence \(v=1.948\) m/s. With \(k_P=3.0\times10^{-13}\ \mathrm{Pa^{-1}}\), \(K=0.584\) nm/(s kPa), and 60 s of polishing remove 35.06 nm per kPa. Each pressure may range from 10 to 18 kPa, and the target is 300 nm.

The synthetic incoming profile, with \(r\) in mm and \(h_0\) in nm, is

\[
h_0=800+60e^{-(r/50)^2}+300e^{-(r-133)^2/98}-330e^{(r-150)/8}.
\]

It has a deliberately strong hump near the edge and a thin rim. It is sampled every 3 mm from 0 to 147 mm. Each weight is the area of the ring between midpoints to the neighbouring samples, divided by the total area of the rings; the last ring ends at 147 mm, so the outer 3 mm of the wafer are excluded from the fit.

The influence functions use 60 polynomials. Going from 40 to 60 changes them by at most 0.0026 of the applied pressure, and the optimal pressures by at most about \(5\times10^{-5}\) kPa. The elements of \(C\) between neighbouring zones, from the centre outward, are 0.056, 0.074, 0.227 and 0.429, and \(\kappa=2.97\).

The pressures in kPa are:

| Zone | Unbounded | Clipped | Optimum |
|---|---:|---:|---:|
| 1 | 15.43 | 15.43 | 15.44 |
| 2 | 14.43 | 14.43 | 14.35 |
| 3 | 14.50 | 14.50 | 15.49 |
| 4 | 24.78 | 18.00 | 18.00 |
| 5 | 8.36 | 10.00 | 11.85 |

Zone 4, under the hump, wants 6.78 kPa more than it may have. Its neighbours make up part of the shortfall: at the optimum, zone 3 rises by 0.99 kPa and zone 5 by 3.49 kPa from their unbounded values. Zone 5 was clipped at its lower bound but belongs inside the range, as in the two-zone case. How far inside depends on the samples: taken every 0.5 mm, they put its optimum at 11.99 kPa for a fit to 147 mm, but at 10.22 kPa for a fit to the wafer edge. In psi, the optimum is 2.24, 2.08, 2.25, 2.61 and 1.72.

The algorithm starts from the clipped error of 65.1 nm rms. Refitting zones 1 to 3 with the clipped zones held gives 63.0 nm. Releasing zone 5 gives 60.9 nm and ends the search. Without bounds the error would be 4.9 nm, so the pressure limit on zone 4 dominates the residual. One uniform pressure, 15.58 kPa at best, leaves 89.0 nm. This equals the incoming spread about its mean, because \(\sum_z\phi_z=1\) makes uniform pressure remove a uniform layer.

In terms of cost, the excess ratio is

\[
\frac{J(c)-J(u)}{J(p^*)-J(u)}=\frac{4241.4-23.8}{3703.1-23.8}=1.15,
\]

well below the guaranteed limit of 2.97. For zone 4, \(2g=-1086\ \mathrm{nm^2/kPa}\). Since \(d\sqrt J=dJ/(2\sqrt J)\), raising its upper limit changes the rms error at an initial rate of \(-1086/(2\times60.85)=-8.9\) nm/kPa.

## What the lower error means

The cost combines two faults. If \(m\) is the mean final thickness minus the target and \(V\) the area-weighted variance about the mean, then \(J=V+m^2\). Clipping leaves \(m=30.6\) nm and the optimum 15.5 nm. The spreads about the mean are therefore

\[
\sqrt{4241.4-30.63^2}=57.5\ \mathrm{nm},\qquad
\sqrt{3703.1-15.49^2}=58.8\ \mathrm{nm}.
\]

Over the sampled radii, the optimum is closer to the target but slightly less uniform. Its peak-to-valley range there is also larger, 267 nm against 215 nm. With the outer 3 mm included, the spreads become 60.0 nm for clipping and 65.5 nm for the optimum, which cancels the gain in the mean. If the rim counts, it must be part of the fit: the optimum for the whole wafer has an rms error of 63.5 nm, against 65.6 nm for clipping. Selected film thicknesses in nm show where this happens:

| Radius (mm) | Incoming | Clipped | Optimum |
|---|---:|---:|---:|
| 60 | 814 | 308 | 310 |
| 114 | 804 | 297 | 261 |
| 132 | 1062 | 473 | 462 |
| 144 | 731 | 317 | 267 |
| 147 | 614 | 258 | 195 |

The extra pressure in zones 3 and 5 lowers the hump but over-polishes both sides of it.

If uniformity matters more than the mean, minimise \(V+\mu m^2\) with \(0<\mu<1\). To do so, subtract \(1-\sqrt\mu\) times the weighted mean from \(b\) and from each column of \(A\). Deviations from the mean are unchanged, while the mean is multiplied by \(\sqrt\mu\), as required. The same algorithm then applies.

Setting \(\mu=0\) breaks the rank condition: equal changes of all pressures remove a uniform layer, which \(V\) cannot see. Since the clipped point is permitted, the smallest attainable spread in this example is at most 57.5 nm; letting \(\mu\) tend to zero gives 41.6 nm, with the mean 103 nm above the target.

## Film relief as a correction

A thick part of the film presses harder on the pad even under uniform load. If \(\eta\) is the film height toward the pad, the contact pressure is \(f=k(y+\eta)\), and force balance is \(D\nabla^4y+f=q\). Substituting \(y=f/k-\eta\) gives

\[
L^4\nabla^4f+f=q+D\nabla^4\eta .
\]

Away from the edge, for a relief \(J_0(\kappa_rr)\) with \(J_0\) the Bessel function, \(\nabla^4\) becomes \(\kappa_r^4\). The added pressure per unit height is

\[
k\,\frac{(\kappa_rL)^4}{1+(\kappa_rL)^4}.
\]

Long waves are followed by the bending wafer and feel almost no correction; short ones feel the full pad stiffness, provided they are still long compared with the pad thickness, as the local pad reaction assumes.

Let the linear operator \(S\) map film height to this added pressure. Then \(\dot h=-K(\sum_zp_z\phi_z+Sh)\), with solution

\[
h(t)=e^{-KtS}h_0-K\int_0^te^{-K\tau S}d\tau\sum_zp_z\phi_z .
\]

The final film is still a constant part plus a part linear in \(p\), so only \(A\) and \(b\) change.

In the example, the initial added pressure at the measured radii lies between −0.38 and 0.52 kPa. Evaluated with a matrix exponential, relief changes the final film by 5.5 nm rms at fixed pressures. Solving again moves no pressure of the bounded optimum by more than about 0.1 kPa. The errors become 61.5 nm for clipping and 56.7 nm for the optimum, so their order over the sampled radii is unchanged.

## Relation to a real polisher

At 15.58 kPa the model removes \(0.584\times15.58=9.1\) nm/s, or about 550 nm/min, a plausible rough rate for bulk copper. The 300 nm hump is more than half the mean removal of \(35.06\times15.58=546\) nm; it was chosen to saturate a zone. The model treats an unpatterned film and says nothing about dishing or erosion of device features.

The largest of the sized uncertainties is the removal rate. A uniform 5 % drift with slurry, temperature or pad wear changes the film by 26.6 nm rms, comparable with the 23.2 nm rms by which the clipped and optimal films differ. A retaining-ring disturbance, taken as 20 % extra pressure at the rim decaying over 3 mm, changes it by 5.2 nm rms over the sampled radii, but by about 11 nm over the whole wafer, because it is strongest beyond the last sample.

Changing the pad stiffness by 30 % either way gives at most 2.3 nm. Silicon is anisotropic; replacing the modulus by 130 or 169 GPa gives at most 0.9 nm. Unequal rotation raises the mean speed at 147 mm by 0.06 %. These figures hold the optimum pressures fixed and are changes of the film, not increments to the rms error. Unless stated otherwise, the rms values cover the sampled radii.

The pad stiffness is only a rough value, and real pad stacks can differ from it by much more than 30 %. A pad ten times softer changes the film by 15 nm rms at fixed pressures and raises \(\kappa\) to 12.9; solving again gives 104 nm for clipping and 73 nm for the optimum. A pad ten times stiffer changes the film by 13 nm, lowers \(\kappa\) to 1.6 and gives 55.5 and 54.2 nm. The loss from clipping thus depends strongly on the overlap. The local pad reaction also ignores the pad beyond the wafer edge. On a real pad, uniform pressure does not give uniform contact near the rim, so the outer influence functions should be measured.

## Failure modes

- **Poorly resolved zones.** Zones narrow compared with \(\sqrt2L\), or with too few measured radii, make columns of \(A\) nearly dependent. Pressures then amplify noise. Here, independent 5 nm noise at each radius, over 200 simulated profiles, gives the optimal pressures standard deviations of at most 0.11 kPa, the largest being in zone 5.
- **Ties.** A free zone lying on a bound can produce a zero step, for which the termination argument fails. Cap the iterations and report a failure if the cap is reached.
- **Coupled limits.** A limit on the pressure difference between neighbouring zones is not a box constraint. It needs a general quadratic-programming solver.
- **Film exhausted.** The linear model can predict negative thickness. Check the final profile out to the wafer edge. At the optimum here, the thinnest value at the sampled radii is 195 nm, but the model leaves only about 110 nm at 150 mm, beyond the last sample.
- **Wrong time.** All comparisons above hold 60 s fixed. Without the relief correction, and with \(x=tp\), the cost depends on \(x\) alone, while the limits become \(t\ell_z\le x_z\le th_z\). Averaging permitted solutions for two times gives a permitted solution for the average time, and \(J\) is convex in \(x\). The best cost is therefore a convex function of \(t\), and a one-dimensional search for its minimum cannot be trapped in a separate, worse local minimum. Scanned in steps of 2 s, the example is best at 74 s, with 33.1 nm rms at the optimum and 34.0 nm after clipping. Here the choice of time gains far more than the choice of solver.
